# Complex wavevectors and the minimum of superlattice conductivity versus period

## Result

A superlattice has period $L$, and its Bloch wavevector is $z=k+i\gamma$. Let $F(\omega)$ be half the trace of the real-frequency transfer matrix of one period. For each in-plane wavevector,

$$
W\equiv\sum_b\int_0^{\pi/L}\left|\mathrm{Re}\,\frac{d\omega_b}{dz}\right|dk
=\text{length of }\{\omega\ge0:\ |F(\omega)|\le\cosh\gamma L\}. \tag{1}
$$

The cross-plane conductivity with a constant mean free path $\Lambda$ is

$$
\kappa=\frac{k_B\Lambda}{\pi}\int\frac{d^2k_\parallel}{(2\pi)^2}\,W(\mathbf k_\parallel). \tag{2}
$$

A frequency therefore conducts if the perfect superlattice attenuates it by no more than $\gamma L$ per period. In the model below, with mass ratio 2, this rule gives a minimum of $\kappa$ against $L$ for each of the three finite coherence lengths computed. At $\gamma=0$ the ratio $\kappa/\Lambda$ falls to a plateau and does not recover up to $L=160$, the longest period computed.

The imaginary wavevector is a prescription for lost phase coherence, not a solution of a scattering problem. Equation (1) is proved for the model; the minimum is a numerical result for the stated parameters.

## Model and conventions

Atoms form a simple cubic lattice with spacing $a=1$. Each has one scalar displacement, and all nearest-neighbour springs equal $K$. Along the growth axis, $n$ layers of mass $m_1$ alternate with $n$ layers of mass $m_2$, so $L=2n$. The number of bands is $N=2n$.

The amplitude coherence length is $\ell=1/\gamma$. Energy is quadratic in amplitude and decays as $e^{-2\gamma x}$ over a distance $x$, so $\Lambda=1/(2\gamma)=\ell/2$. In the comparison case $\gamma=0$, the quantity considered is $\kappa/\Lambda$.

Each mode has the classical heat capacity $k_B$ and contributes $k_B v^2\tau=k_B|v|\Lambda$, where $v=\mathrm{Re}\,d\omega/dz$ and $|v|\tau=\Lambda$. Summing over $-\pi/L<k<\pi/L$ with weight $dk/2\pi$, and using the symmetry $k\to-k$ shown below, gives (2).

## Transfer matrix

An in-plane plane wave adds the spring term $K\varepsilon$, with $\varepsilon=4-2\cos k_x-2\cos k_y$. In layer $s$, of material $j$,

$$
m_j\omega^2u_s=K(2u_s-u_{s+1}-u_{s-1})+K\varepsilon u_s .
$$

Rearranged, this is $u_{s+1}+u_{s-1}=2c_ju_s$ with

$$
c_j=\cos q_j=1+\frac{\varepsilon}{2}-\frac{m_j\omega^2}{2K}. \tag{3}
$$

The pair $(u_s,u_{s-1})$ is advanced by $T_j=\begin{pmatrix}2c_j&-1\\1&0\end{pmatrix}$. Since $\sin(n+2)q=2\cos q\,\sin(n+1)q-\sin nq$, induction gives

$$
T^n=\frac1{\sin q}\begin{pmatrix}\sin(n+1)q&-\sin nq\\ \sin nq&-\sin(n-1)q\end{pmatrix}.
$$

Write $s_j=\sin q_j$, $S_j=\sin nq_j$ and $C_j=\cos nq_j$, so that $\sin(n\pm1)q_j=S_jc_j\pm C_js_j$. The trace of the product is

$$
\mathrm{tr}(T_1^nT_2^n)=\frac{(S_1c_1+C_1s_1)(S_2c_2+C_2s_2)+(S_1c_1-C_1s_1)(S_2c_2-C_2s_2)-2S_1S_2}{s_1s_2}.
$$

The cross terms cancel. Half of the remainder is

$$
F=C_1C_2-\eta S_1S_2,\qquad \eta=\frac{1-c_1c_2}{s_1s_2}. \tag{4}
$$

The one-period matrix has determinant 1, so its eigenvalues are $e^{\pm izL}$ and $F=\cos zL$.

With $t_j=\tan(q_j/2)$, $c_j=(1-t_j^2)/(1+t_j^2)$ and $s_j=2t_j/(1+t_j^2)$,

$$
\eta=\frac{(1+t_1^2)(1+t_2^2)-(1-t_1^2)(1-t_2^2)}{4t_1t_2}
=\frac12\left(r+\frac1r\right)=\cosh|\ln r|,\qquad r=\frac{t_1}{t_2}. \tag{5}
$$

This form applies where both $q_j$ are real and lie between 0 and $\pi$. For $\varepsilon=0$ and long waves, $q_j\simeq\omega\sqrt{m_j/K}$, so $r\to\sqrt{m_1/m_2}$, the ratio of acoustic impedances.

## Velocity at complex wavevector

The mass-weighted dynamical matrix has diagonal elements $(2+\varepsilon)K/m_s$. Each bond adds $-Ke^{iz}/\sqrt{m_sm_{s+1}}$ to $D_{s,s+1}$ and $-Ke^{-iz}/\sqrt{m_sm_{s+1}}$ to $D_{s+1,s}$, with periodic indices. For $n=1$ both bonds contribute to the same pair of elements.

Let $\lambda=\omega^2$, and let $l$ and $w$ be its left and right eigenvectors, with $lw=1$. Differentiating $\lambda=lDw$ gives

$$
\frac{d\lambda}{dz}=l\frac{dD}{dz}w+\lambda\frac{d(lw)}{dz}=l\frac{dD}{dz}w,
\qquad \frac{d\omega}{dz}=\frac1{2\omega}\,l\frac{dD}{dz}w. \tag{6}
$$

The root with $\mathrm{Re}\,\omega\ge0$ is taken. Away from degeneracies $\omega(z)$ is analytic, so $\partial\,\mathrm{Re}\,\omega/\partial k=\mathrm{Re}\,d\omega/dz$. Also $D(-k+i\gamma)=D(k+i\gamma)^*$, so modes at $\pm k$ have equal $\mathrm{Re}\,\omega$. This is the symmetry used in (2).

## Proof of the length formula

**Bands at real wavevector.** $F$ is a real polynomial of degree $N$ in $\lambda$. For real $k$ the matrix $D$ is Hermitian with non-negative eigenvalues. For $0<kL<\pi$ these are simple, because each of $e^{\pm ikL}$ belongs to one solution of the second-order recursion. Since $F(\lambda_b(k))=\cos kL$ takes different values at different $k$, each band is monotonic in $k$. Between neighbouring bands $|F|\ge1$, and $F'$ has a zero there. Its $N-1$ zeros are thus used up, one per gap, so $|F|$ has a single maximum in each gap.

**The phase in the upper half-plane.** Define $\theta$ by $\cos\theta=F$. For non-real $\lambda$, $F$ cannot lie in $[-1,1]$, since a Hermitian matrix would then have a non-real eigenvalue. Hence $\theta$ is analytic in the upper half-plane of $\lambda$. Choose the branch with $\mathrm{Im}\,\theta>0$ and $\mathrm{Re}\,\theta=0$ below the lowest band. Following the square roots at the band edges, $\mathrm{Re}\,\theta$ rises from $(j-1)\pi$ to $j\pi$ across band $j$. In gap $j$, $\theta=j\pi+i\,\mathrm{arccosh}|F|$.

As a function of $\omega$, $\theta$ is analytic in the first quadrant. It is imaginary on the imaginary axis, so reflection, $\theta(-\omega^*)=-\theta(\omega)^*$, extends it to the whole upper half-plane.

**Monotonicity.** At large $|\omega|$, $\theta$ grows logarithmically. A harmonic function with this slow growth is fixed by its boundary values, so $\mathrm{Re}\,\theta$ is their Poisson integral. Differentiating with respect to $x$ and integrating by parts gives

$$
\mathrm{Re}\,\frac{d\theta}{d\omega}\bigg|_{x+iy}=\frac1\pi\int_{-\infty}^{\infty}\frac{y\,\rho(s)}{(x-s)^2+y^2}\,ds>0,\qquad
\rho=\frac{d\,\mathrm{Re}\,\theta}{d\omega}\ge0. \tag{7}
$$

Here $\rho$ is taken on the real axis; it is positive in bands and zero in gaps. Then $\mathrm{Re}(d\omega/d\theta)=\mathrm{Re}(d\theta/d\omega)/|d\theta/d\omega|^2>0$.

Equation (7) also makes $\theta$ one-to-one in the first quadrant: the difference of $\theta$ between two points is their separation times an average of $d\theta/d\omega$, whose real part is positive. In this quadrant $0<\mathrm{Re}\,\theta<N\pi$.

**Counting the modes.** Take $\gamma>0$ and $0<kL<\pi$. Then $\cos zL$ is not real, so none of the $N$ roots $\lambda$ of $F=\cos zL$ is real. They are simple, because $dF/d\lambda=-\sin\theta\,d\theta/d\lambda\ne0$. A root in the upper half-plane has $\theta=kL+i\gamma L+2\pi p$, with $p$ an integer. A root in the lower half-plane has a conjugate with $\theta=-kL+i\gamma L+2\pi p$. Each interval $((j-1)\pi,j\pi)$ contains one such value of $\mathrm{Re}\,\theta$, giving $N$ values in all. Each value is used at most once and there are $N$ roots, so each is used once.

Conjugation leaves $\mathrm{Re}\,\omega$ unchanged, and $|d\,\mathrm{Re}\,\theta|=L\,dk$. The band integrals therefore join along the line $\mathrm{Im}\,\theta=\gamma L$:

$$
W=\sum_{j=1}^{N}\left[\mathrm{Re}\,\omega(j\pi^-+i\gamma L)-\mathrm{Re}\,\omega((j-1)\pi^++i\gamma L)\right]. \tag{8}
$$

**Jumps.** Let $h_j$ be the largest $\mathrm{arccosh}|F|$ in gap $j$.

- If $\gamma L>h_j$, the limits from both sides are the same interior point, because $\theta$ is one-to-one. There is no jump.
- If $\gamma L<h_j$, the equation $|F|=\cosh\gamma L$ has two real solutions $\omega_j^-<\omega_j^+$ in the gap. At $\omega_j^-$, $d\theta/d\omega=ip$ with $p>0$, so a point just above the real axis has $\mathrm{Re}\,\theta<j\pi$. At $\omega_j^+$ the derivative is $-ip'$ with $p'>0$, and $\mathrm{Re}\,\theta>j\pi$. The line stops at $\omega_j^-$ and resumes at $\omega_j^+$.

The omitted intervals are those with $|F|>\cosh\gamma L$. The same argument fixes the top end. The bottom end is the real solution below the lowest band or, if there is none, a point on the imaginary axis with $\mathrm{Re}\,\omega=0$. This proves (1) for $\gamma>0$. At $\gamma=0$ it is the sum of the bandwidths.

At fixed $L$, raising $\gamma$ can only enlarge the set in (1), so $\kappa/\Lambda$ cannot decrease. The conductivity itself also contains $\Lambda=1/(2\gamma)$.

## How a gap closes

Near the maximum of $|F|$ in a gap, $|F|\simeq\cosh h_j-b(\lambda-\lambda_j)^2$ with $b>0$. At the corresponding zone centre or edge,

$$
\lambda-\lambda_j=\pm\sqrt{\frac{\cosh h_j-\cosh\gamma L}{b}}. \tag{9}
$$

Two real frequencies meet at $\gamma L=h_j$, an exceptional point, and then form a complex-conjugate pair with equal real parts. For $n=3$, $m_2=2m_1$ and $\varepsilon=0$, the lowest gap has $h=0.3574$. It closes at $\gamma=0.3574/6=0.0596$. At 0.99 of this value the real splitting is $0.0133\sqrt{K/m_1}$; at 1.01 the imaginary splitting is $0.0134\sqrt{K/m_1}$. The near equality is what (9) gives on the two sides of the point.

Where both layers propagate, a bound follows from $\eta\ge1$:

$$
|F|\le\eta(|C_1C_2|+|S_1S_2|)=\eta\max|\cos n(q_1\pm q_2)|\le\eta .
$$

With (5), such a frequency conducts once

$$
L\ge\ell\,|\ln r(\omega)|. \tag{10}
$$

This is sufficient, not necessary: many frequencies have $|F|$ well below $\eta$. For mass ratio 2 the long-wave value at $\varepsilon=0$ is $|\ln r|=\tfrac12\ln2=0.347$. This is the smallest value. With $\lambda=\omega^2$ in units of $K/m_1$, $r^{-2}=\dfrac{(2\lambda-\varepsilon)(4+\varepsilon-\lambda)}{(\lambda-\varepsilon)(4+\varepsilon-2\lambda)}\ge2$, and $|\ln r|$ diverges at the edges of the common band. About half of the frequencies that propagate in both materials have $|\ln r|>1.3$.

## Limiting cases

**Uniform crystal.** For $m_1=m_2=m$, $F=\cos2nq$, and the criterion becomes $|\mathrm{Im}\,q|\le\gamma$. At $\varepsilon=0$ the upper limit is $q=\pi+i\gamma$, where (3) gives $\omega^2=2(K/m)(1+\cosh\gamma)$. Hence $W=2\sqrt{K/m}\cosh(\gamma/2)$, independent of $n$. At $\varepsilon=0$ the prescription therefore overcounts the bandwidth by a relative amount of about $\gamma^2/8$, or $3\times10^{-4}$ at $\gamma=0.05$. For $\varepsilon>0$ the lower band edge moves as well, and the relative overcount is larger.

**Thick periods.** Let $\mu_j=\mathrm{arccosh}|c_j|$ if $|c_j|>1$, and zero otherwise. In an evanescent layer $\cos nq_j$ and $\sin nq_j$ grow as $e^{n\mu_j}$. Apart from bands whose width shrinks exponentially, $\ln|F|$ then grows as $n(\mu_1+\mu_2)$. Comparison with $\gamma L=2n\gamma$ gives the limiting conducting set

$$
\frac{\mu_1+\mu_2}{2}<\gamma. \tag{11}
$$

In this limit the prescription lets all frequencies that propagate in both materials conduct, and assigns them no interface loss. Those strongly evanescent in either material do not.

## Implementation

The sines and cosines of complex $q_j$ can be avoided. With Chebyshev polynomials of the first and second kind, (4) reads

$$
F=\mathcal T_n(c_1)\mathcal T_n(c_2)-(1-c_1c_2)\,\mathcal U_{n-1}(c_1)\,\mathcal U_{n-1}(c_2). \tag{12}
$$

Both families obey $P_{n+1}(c)=2cP_n(c)-P_{n-1}(c)$, with $\mathcal T_0=1$, $\mathcal T_1=c$, $\mathcal U_{-1}=0$, $\mathcal U_0=1$. One sweep in $n$ on a grid of $\omega$ and $\mathbf k_\parallel$ supplies all periods, and $W$ is the fraction of grid frequencies with $|F|\le\cosh2n\gamma$ times the grid range. The frequency grid must resolve the bands, and for very large $n$ the growing polynomials need rescaling.

Direct use of (6) is an independent check. For $n=3$, $\varepsilon=0.7$ and $\gamma=0.10$, eigenvectors give $W=0.6242\sqrt{K/m_1}$, as does (1). Averaged conductivities for $\ell=20$ on a smaller in-plane grid were tested at $L=2$, 10 and 48 and agree within 1%.

## Worked example: mass ratio 2

Values of $\kappa/\Lambda$ are in units of $k_B\sqrt{K/m_1}/a^2$, and lengths are in $a$. At long periods the frequency grid leaves an uncertainty of one or two units in the last digit.

| $L$ | $\gamma=0$ | $\ell=80$ | $\ell=40$ | $\ell=20$ |
|---:|---:|---:|---:|---:|
| 2 | 0.109 | 0.109 | 0.109 | 0.110 |
| 10 | 0.0273 | 0.0278 | 0.0290 | 0.0324 |
| 12 | 0.0260 | 0.0266 | 0.0281 | 0.0326 |
| 16 | 0.0250 | 0.0261 | 0.0283 | 0.0346 |
| 48 | 0.0243 | 0.0305 | 0.0389 | 0.0467 |
| 160 | 0.0243 | 0.0448 | 0.0483 | 0.0489 |

The minima lie at $L=16$, 12 and 10 for $\ell=80$, 40 and 20. They are shallow in $L$, and only even periods exist in the model, so these positions are approximate. They move much less than in proportion to $\ell$. The long-wave threshold from (10) is $0.347\,\ell$, or about 28, 14 and 7, and should not be used as a formula for the minimum.

The two sides of the minimum have different causes. For $\ell=40$, divide the conducting frequencies into those that propagate in both materials and those evanescent in at least one, which must tunnel:

| $L$ | propagating | tunnelling |
|---:|---:|---:|
| 2 | 0.0152 | 0.0939 |
| 12 | 0.0257 | 0.0023 |
| 160 | 0.0482 | 0.0001 |

From $L=2$ to 12 the propagating part increases by 0.0105, while the tunnelling part loses 0.0916. The initial fall is therefore a loss of tunnelling, not a net loss of propagating frequencies to minigaps. From $L=12$ to 160 the propagating part gains 0.0225 and tunnelling loses 0.0022. By (1), a propagating frequency is excluded only when it lies in a gap that $\gamma L$ has not yet closed, so the rise comes from gap closing. Without it, the $\gamma=0$ curve stays near 0.024, about half the thick-period value 0.0486 for $\ell=40$.

For a conversion to SI units, take the round parameters $K=0.02$ hartree/bohr$^2$, $m_1=30$ u and $a=5$ bohr. Then $k_B\sqrt{K/m_1}/a=1.305$ W/(m K). With $\ell=40$ the mean free path is $\Lambda=20a=5.3$ nm, and at the minimum

$$
\kappa=0.0281\times20\times1.305\ \mathrm{W/(m\,K)}=0.73\ \mathrm{W/(m\,K)},
$$

at $L=3.2$ nm. The same product gives 2.85 W/(m K) at $L=0.53$ nm and 1.26 W/(m K) at $L=42$ nm. These are classical values for one scalar displacement per atom. Except at the shortest periods, the spectrum extends to nearly $\omega=\sqrt{12K/m_1}$, for which $\hbar\omega/k_B$ is about 660 K, so the quantum heat capacity makes them smaller: by about 5 to 10% at 300 K, and by more at lower temperatures.

## Where the prescription fails

When layers are much thicker than $\Lambda$ and each reaches local equilibrium, their bulk resistances should add. A bulk layer has $W=\sqrt{K/m}\,(\sqrt{\varepsilon+4}-\sqrt\varepsilon)$ at $\gamma=0$. The in-plane average gives $\kappa/\Lambda=0.283$ for $m_1$ and 0.200 for $m_2$, hence

$$
\frac{2}{1/0.283+1/0.200}=0.234 .
$$

The limit from (11) is 0.0486 for $\ell=40$, about one fifth of this. The prescription keeps $\omega$ and $\mathbf k_\parallel$ fixed through the whole stack, so in thick layers it excludes modes whose frequency is not available in the other material at the same $\mathbf k_\parallel$, except those that decay slowly enough to satisfy (11). Some of the excluded frequencies do exist in the other material at a different $\mathbf k_\parallel$, and elastic scattering that changes $\mathbf k_\parallel$ would let them contribute. Frequencies above the whole spectrum of the heavier material need inelastic scattering.

The recovery in (1) is also not the familiar dilution of interface resistance as interfaces become fewer: no such resistance remains once the gaps have closed. A single interface with $r\ne1$ still reflects part of a wave when interference is lost. Its reflectance is $(\eta-1)/(\eta+1)$. If the two interfaces per period are added incoherently in series with the mean free path, at fixed $\omega$ and $\mathbf k_\parallel$, each frequency that propagates in both materials contributes only the fraction $1/[1+2\Lambda(\eta-1)/L]$. The prescription omits this reflection. Compared with this estimate it overcounts those frequencies by a factor of about 1.9 at $L=12$ and 1.35 at $L=160$ for $\ell=40$. The factor tends to 1 for $L\gg\Lambda$, where the excluded modes make the total too small. The calculation shows how an imaginary wavevector closes the gaps, within a harmonic classical model with one constant $\Lambda$; the position and depth of the minimum are not predictions for a real superlattice. A quantitative conductivity needs a transport calculation with interface scattering and, for thick layers, energy exchange between modes.

The numerical output follows.

## Calculated quantities

```
mass ratio m2/m1 = 2.0
n=3: eps, gamma (1/a), length by eigenvectors, by F (sqrt(K/m1))
  0.0 0.05 1.26469 1.26468
  0.7 0.10 0.62422 0.62421
  3.0 0.20 0.12833 0.12833
n=3 lowest gap edges: 0.3813 0.4757 sqrt(K/m1)
  largest attenuation per period 0.3574, closes at gamma = 0.0596 1/a
  split at 0.99 of it: real 0.0133; at 1.01: imaginary 0.0134
omega^2 = 0.9 K/m1: |ln r| = 0.5180, cosh = 1.13721, largest |F| = 1.13662
long-wave |ln r| = 0.3466
kappa/mfp in k_B sqrt(K/m1)/a^2; coherence length inf, 80, 40, 20 a
  n= 1 L=  2 a: 0.1090 0.1090 0.1091 0.1095
  n= 2 L=  4 a: 0.0509 0.0509 0.0511 0.0520
  n= 3 L=  6 a: 0.0357 0.0359 0.0365 0.0384
  n= 4 L=  8 a: 0.0294 0.0297 0.0305 0.0331
  n= 5 L= 10 a: 0.0273 0.0278 0.0290 0.0324
  n= 6 L= 12 a: 0.0260 0.0266 0.0281 0.0326
  n= 8 L= 16 a: 0.0250 0.0261 0.0283 0.0346
  n=10 L= 20 a: 0.0246 0.0261 0.0295 0.0371
  n=12 L= 24 a: 0.0245 0.0265 0.0309 0.0393
  n=16 L= 32 a: 0.0244 0.0276 0.0336 0.0428
  n=24 L= 48 a: 0.0243 0.0305 0.0389 0.0467
  n=40 L= 80 a: 0.0242 0.0362 0.0449 0.0485
  n=60 L=120 a: 0.0242 0.0418 0.0476 0.0487
  n=80 L=160 a: 0.0243 0.0448 0.0483 0.0489
coherence length 80 a: minimum 0.0261 at L = 16 a, rise to L=160 a: 72.1 %
coherence length 40 a: minimum 0.0281 at L = 12 a, rise to L=160 a: 71.9 %
coherence length 20 a: minimum 0.0324 at L = 10 a, rise to L=160 a: 50.6 %
coherence length 40 a: L (a), propagating part, tunnelling part
    2 0.0152 0.0939
   12 0.0257 0.0023
  160 0.0482 0.0001
coherence length 20 a, 5x5 grid: L (a), by eigenvectors, by F
    2 0.1094 0.1094
   10 0.0332 0.0332
   48 0.0461 0.0461
change of main minimum with finer grid: 0.01 %
thick-period limit, coherence length 80, 40, 20 a: 0.0484 0.0486 0.0492
bulk m1 0.2830, bulk m2 0.2001, in series 0.2344
K = 0.02 hartree/bohr^2, m1 = 30 u, a = 5 bohr
sqrt(K/m1) = 2.5001e+13 rad/s, k_B sqrt(K/m1)/a = 1.3046 W/(m K)
mean free path 20 a = 5.292 nm
  L = 0.529 nm: kappa = 2.8461 W/(m K)
  L = 3.175 nm: kappa = 0.7326 W/(m K)
  L = 42.334 nm: kappa = 1.2591 W/(m K)
```
